# Free Spherical Dirac Waves Normalized on the Energy Scale

**Setting.** A free electron has the Hamiltonian $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2$ in atomic units ($\hbar=m=1$). Its energy $W$ includes the rest energy, and $|W|>c^2$. Write

$$
\psi=\frac1r\begin{pmatrix}P(r)\,\Omega_{\kappa m}\\ iQ(r)\,\Omega_{-\kappa m}\end{pmatrix},\qquad k=\frac{\sqrt{W^2-c^4}}{c},\qquad \varepsilon=\operatorname{sgn}W,\qquad S=\operatorname{sgn}\kappa .
$$

The spinors $\Omega_{\kappa m}$ are orthonormal on the unit sphere and satisfy $\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(\kappa+1)\Omega_{\kappa m}$, with $\kappa$ a nonzero integer. Their phases are chosen so that $\sigma_r\Omega_{\kappa m}=-\Omega_{-\kappa m}$, where $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. The orbital number of $\Omega_{\kappa m}$ is $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$; that of $\Omega_{-\kappa m}$ is called $\bar l$. Below, $P$ is called the "large" and $Q$ the "small" component, whatever the sign of $W$.

## Part (a)

**Question.** Derive the radial equations for $P$ and $Q$, and express $\bar l$ through $l$ and $S$.

**Answer.** Since $\sigma_r^2=1$ and $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$,

$$
\boldsymbol\sigma\cdot\mathbf p=\sigma_r(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p)=\sigma_r\left(-i\partial_r+\frac{i}{r}\boldsymbol\sigma\cdot\mathbf L\right).
$$

Acting on $f(r)\Omega_{\kappa m}$, the bracket gives $-i[f'+(\kappa+1)f/r]$, and $\sigma_r$ supplies another minus sign:

$$
\boldsymbol\sigma\cdot\mathbf p\,f\,\Omega_{\kappa m}=i\left(f'+\frac{\kappa+1}{r}f\right)\Omega_{-\kappa m}.
$$

For $f=P/r$ the bracket equals $(P'+\kappa P/r)/r$. For the lower component, replace $\kappa$ by $-\kappa$ and $P$ by $iQ$; the factor $i\cdot i=-1$ appears. The upper and lower rows of $H\psi=W\psi$ are then

$$
c^2P-c\left(Q'-\frac{\kappa}{r}Q\right)=WP,\qquad
ic\left(P'+\frac{\kappa}{r}P\right)-ic^2Q=iWQ,
$$

or

$$
c\left(P'+\frac{\kappa}{r}P\right)=(W+c^2)Q,\qquad
-c\left(Q'-\frac{\kappa}{r}Q\right)=(W-c^2)P. \tag{1}
$$

For $\kappa>0$ the rule for $l$, applied to $-\kappa$, gives $\bar l=\kappa-1=l-1$. For $\kappa<0$ it gives $\bar l=-\kappa=l+1$. Hence $\bar l=l-S$.

## Part (b)

**Question.** Find the solutions that are admissible at the origin, up to one constant. Trace the relative sign of $P$ and $Q$ for both signs of $W$.

**Answer.** The first equation of (1) gives $Q=c(P'+\kappa P/r)/(W+c^2)$, so

$$
Q'-\frac{\kappa}{r}Q=\frac{c}{W+c^2}\left(P''+\frac{\kappa P'}{r}-\frac{\kappa P}{r^2}-\frac{\kappa P'}{r}-\frac{\kappa^2P}{r^2}\right).
$$

The terms in $P'$ cancel. Inserting this in the second equation, with $W^2-c^4=c^2k^2$ and $\kappa(\kappa+1)=l(l+1)$ for either sign of $\kappa$, yields

$$
P''=\left[\frac{l(l+1)}{r^2}-k^2\right]P. \tag{2}
$$

This is the spherical Bessel equation for $P/r$. Its irregular solution has $P\sim r^{-l}$, which is not square integrable at the origin for $l\ge1$. For $l=0$ one has $\kappa=-1$, and $P\to$ const makes $Q\propto P'-P/r\sim 1/r$, which is not square integrable either. What remains is $P=A\,r\,j_l(kr)$ with $A>0$ by choice of phase.

To find $Q$, use $j_l'+\frac{l+1}{x}j_l=j_{l-1}$ and $j_l'-\frac{l}{x}j_l=-j_{l+1}$, with $x=kr$:

$$
\kappa>0:\quad P'+\frac{\kappa}{r}P=A\left[xj_l'+(l+1)j_l\right]=Ak\,r\,j_{l-1},
$$

$$
\kappa<0:\quad P'+\frac{\kappa}{r}P=A\left[xj_l'-l\,j_l\right]=-Ak\,r\,j_{l+1}.
$$

Both cases read $SAk\,r\,j_{\bar l}(kr)$, so $Q=S\,\dfrac{ck}{W+c^2}\,A\,r\,j_{\bar l}(kr)$. The sign of $W+c^2$ is $\varepsilon$, and $ck=\sqrt{|W-c^2||W+c^2|}$. Therefore

$$
P=A\,r\,j_l(kr),\qquad Q=\varepsilon S B\,r\,j_{\bar l}(kr),\qquad
\frac BA=\sqrt{\frac{|W-c^2|}{|W+c^2|}}. \tag{3}
$$

For $W>0$ this ratio is below one. For $W<0$ it is above one: the component called small then has the greater amplitude, and its sign relative to $P$ is reversed.

## Part (c)

**Question.** Evaluate $\int_0^\infty r^2j_l(k_1r)j_l(k_2r)\,dr$ as a distribution in the wave numbers. Use it to fix $A$ and $B$ so that waves with the same energy sign have overlap $\delta(W_1-W_2)$.

**Answer.** Let $u_i=r\,j_l(k_ir)$. Both functions obey (2), each with its own $k_i$, so

$$
(u_1u_2'-u_1'u_2)'=u_1u_2''-u_1''u_2=(k_1^2-k_2^2)u_1u_2 .
$$

The bracket vanishes at $r=0$, which gives

$$
\int_0^R u_1u_2\,dr=\frac{[u_1u_2'-u_1'u_2]_{r=R}}{k_1^2-k_2^2}.
$$

At large $R$, with $\theta_i=k_iR-l\pi/2$, one has $u_i=\sin\theta_i/k_i$ and $u_i'=\cos\theta_i$ up to terms of order $1/R$. The leading part of the numerator is

$$
\frac{k_2\sin\theta_1\cos\theta_2-k_1\cos\theta_1\sin\theta_2}{k_1k_2}
=\frac{(k_1+k_2)\sin(\theta_1-\theta_2)-(k_1-k_2)\sin(\theta_1+\theta_2)}{2k_1k_2}.
$$

Division by $(k_1-k_2)(k_1+k_2)$ leaves

$$
\int_0^R u_1u_2\,dr=\frac1{2k_1k_2}\left[\frac{\sin (k_1-k_2)R}{k_1-k_2}-\frac{\sin(\theta_1+\theta_2)}{k_1+k_2}\right]+\rho_R .
$$

Now integrate over $k_1$ with a smooth weight supported away from $k=0$.

- The first term tends to $\pi\delta(k_1-k_2)/(2k^2)$, by the Dirichlet integral.
- The second has a smooth coefficient and an ever faster phase, so it tends to zero by the Riemann–Lebesgue lemma.
- The remainder $\rho_R$ comes from a numerator of order $1/R$ that vanishes at $k_1=k_2$ and has a bounded $k_1$-derivative, since differentiating a phase brings down one factor $R$. Hence $|\rho_R|\le C\min\{1,\,1/(R|k_1-k_2|)\}$, whose integral over $k_1$ is of order $(\ln R)/R$ and vanishes.

Thus, for every $l$,

$$
\int_0^\infty r^2j_l(k_1r)j_l(k_2r)\,dr=\frac{\pi}{2k_1^2}\,\delta(k_1-k_2). \tag{4}
$$

Orthonormality of the $\Omega$ removes overlaps between different $\kappa$ or $m$. For equal $\kappa,m$ it reduces the overlap to $\int_0^\infty(P_1P_2+Q_1Q_2)\,dr$, because $(iQ_1)^*(iQ_2)=Q_1Q_2$. For equal energy signs the factors $\varepsilon S$ square to one, and (4) applies to both $l$ and $\bar l$:

$$
\int_0^\infty(P_1P_2+Q_1Q_2)\,dr=(A^2+B^2)\frac{\pi}{2k^2}\,\delta(k_1-k_2).
$$

From $W^2=c^2k^2+c^4$ follows $|dW/dk|=c^2k/|W|$, so $\delta(k_1-k_2)=(c^2k/|W|)\,\delta(W_1-W_2)$. The required normalization is $A^2+B^2=2k|W|/(\pi c^2)$. Since $|W+c^2|+|W-c^2|=2|W|$ for $|W|>c^2$, the ratio in (3) splits this sum into

$$
A^2=\frac{k|W+c^2|}{\pi c^2},\qquad B^2=\frac{k|W-c^2|}{\pi c^2}. \tag{5}
$$

The large component carries the share $A^2/(A^2+B^2)=(W+c^2)/(2W)$ of the norm.

For $W=c^2+T$ with $0<T\ll c^2$, one finds $A^2\to2k/\pi$ and $B^2/A^2\to T/(2c^2)$. Then $P\to\sqrt{2/(\pi k)}\,\sin(kr-l\pi/2)$ at large $r$, the energy-normalized Schrödinger wave. The thresholds $W=\pm c^2$ are excluded: there $k=0$, $dW/dk=0$, and the change of variable in the delta function fails.

## Part (d)

**Question.** Examine the overlap of a wave of energy $E_1>c^2$ with one of energy $-E_2<-c^2$, for the same $\kappa$ and $m$. What does each component contribute?

**Answer.** Mark the energy sign by a subscript. The product of the lower components contains $(+S)(-S)=-1$, so (4) gives

$$
\int_0^\infty(P_+P_-+Q_+Q_-)\,dr=\left(A_+A_--B_+B_-\right)\frac{\pi}{2k^2}\,\delta(k_1-k_2).
$$

The delta function sets $E_1=E_2=E$. Equation (5) then shows that $A_-=B_+$ and $B_-=A_+$, and

$$
A_+A_-=B_+B_-=\frac{k\sqrt{E^2-c^4}}{\pi c^2}=\frac{k^2}{\pi c}.
$$

The difference vanishes, so the waves are orthogonal. To see the size of each part, convert to the energy scale with $\delta(k_1-k_2)=(c^2k/E)\,\delta(E_1-E_2)$ and let $v=c^2k/E$ be the speed:

$$
\int_0^\infty P_+P_-\,dr=\frac{v}{2c}\,\delta(E_1-E_2),\qquad
\int_0^\infty Q_+Q_-\,dr=-\frac{v}{2c}\,\delta(E_1-E_2). \tag{6}
$$

Neither component is orthogonal by itself. If the factor $\varepsilon$ in (3) were dropped, the two parts would add to $(v/c)\,\delta(E_1-E_2)$. The cancellation is exact at every speed; only the size of the two parts depends on $v$. Both are small for slow electrons, and for $v\to c$ they approach $\pm\frac12\,\delta(E_1-E_2)$.

## Part (e)

**Question.** The radial integral is cut off at a finite $R$. Find the overlap of the waves with energies $E$ and $-E$, and compare its growth with that of $\int_0^R(P^2+Q^2)\,dr$.

**Answer.** For any two solutions of (1) with the same $\kappa$, insert the derivatives from (1); the terms in $\kappa/r$ cancel:

$$
\begin{aligned}
c\,(P_1Q_2-P_2Q_1)'&=(W_1+c^2)Q_1Q_2-(W_2-c^2)P_1P_2\\
&\quad-(W_2+c^2)Q_1Q_2+(W_1-c^2)P_1P_2\\
&=(W_1-W_2)(P_1P_2+Q_1Q_2).
\end{aligned}
$$

For the regular solutions (3) the bracket vanishes at the origin. With $W_1=E$, $W_2=-E$, $A_-=B_+$ and $B_-=A_+$,

$$
\int_0^R(P_+P_-+Q_+Q_-)\,dr=\frac{c}{2E}\left[P_+Q_--P_-Q_+\right]_R
=-\frac{cS}{2E}(A_+^2+B_+^2)R^2j_l(kR)j_{\bar l}(kR).
$$

Using $A_+^2+B_+^2=2kE/(\pi c^2)$,

$$
\int_0^R(P_+P_-+Q_+Q_-)\,dr=-\frac{S k}{\pi c}\,R^2j_l(kR)\,j_{\bar l}(kR)\;\longrightarrow\;-\frac{\sin(2kR-l\pi)}{2\pi ck}. \tag{7}
$$

The limiting form uses $R\,j_{\bar l}\to\sin(\theta+S\pi/2)/k=S\cos\theta/k$, with $\theta=kR-l\pi/2$. The overlap stays bounded but keeps oscillating. A sharp cutoff therefore does not in general give zero; orthogonality holds after smearing in energy.

For one and the same wave, $P^2$ and $Q^2$ average to $A^2/(2k^2)$ and $B^2/(2k^2)$ at large $r$. The integral thus grows as $R(A^2+B^2)/(2k^2)=R|W|/(\pi c^2k)=R/(\pi v)$. This linear growth is the finite-radius trace of the delta function, and (7) lacks it.

## Part (f)

**Question.** Take $\kappa=1$ and a kinetic energy of 200 keV. Evaluate the waves for both energy signs at $r=0.01$ Å and the overlaps up to $R=1$ Å. Then test the smeared orthogonality with wave packets.

**Answer.** In eV and Å, the $c^2$ in $W\pm c^2$ becomes $mc^2=510\,999$ eV, and every other $c$ in (5) and (7) becomes $\hbar c=1973.27$ eV Å. Thus $A^2=k|W+mc^2|/[\pi(\hbar c)^2]$, and likewise for $B$. Here $l=1$, $\bar l=0$, $|W|=710\,999$ eV, and

$$
k=\frac{\sqrt{200\,000\times1\,221\,998}}{1973.27}\ \text{Å}^{-1}=250.53\ \text{Å}^{-1}.
$$

For $W>0$,

$$
A=\sqrt{\frac{250.53\times1\,221\,998}{\pi\,(1973.27)^2}}=5.003,\qquad
B=\sqrt{\frac{250.53\times200\,000}{\pi\,(1973.27)^2}}=2.024,
$$

both in eV$^{-1/2}$ Å$^{-3/2}$. In atomic units, $k=132.58$, $A=10.046$ and $B=4.064$. For $W<0$ the values of $A$ and $B$ are exchanged.

At $r=0.01$ Å, $kr=2.505$, $j_1=0.4157$ and $j_0=0.2372$. In eV$^{-1/2}$ Å$^{-1/2}$, equation (3) gives

- $W>0$: $P=5.003\times0.01\times0.4157=0.02080$ and $Q=2.024\times0.01\times0.2372=0.00480$;
- $W<0$: $P=2.024\times0.01\times0.4157=0.00841$ and $Q=-5.003\times0.01\times0.2372=-0.01187$.

Up to $R=1$ Å, the integral of $P^2+Q^2$ is $2.317\times10^{-4}$ eV$^{-1}$. The growth law, with $v/c=0.6953$, gives $R/(\pi\hbar v)=2.320\times10^{-4}$ eV$^{-1}$. The opposite-sign overlap is $-3.232\times10^{-7}$ eV$^{-1}$, slightly larger in magnitude than the asymptotic amplitude $1/(2\pi\hbar ck)=3.219\times10^{-7}$ eV$^{-1}$. The full form of (7) explains this. With $x=kR$, $j_0=\sin x/x$ and $j_1=\sin x/x^2-\cos x/x$, it becomes

$$
-\frac{1}{2\pi\hbar ck}\left(\frac{2\sin^2x}{x}-\sin2x\right).
$$

At $x=250.53$, $\sin2x$ is close to $-1$ and $\sin^2x$ close to $1/2$. The bracket is therefore about $1+1/x=1.004$, as found.

For the packets, superpose the waves of each energy sign with the same real weight $g(E)$, proportional to $\cos^2[\pi(E-E_0)/(2\Delta)]$ for $|E-E_0|<\Delta$ and zero outside. Here $E_0=710\,999$ eV, $\Delta=50$ keV and $\int g^2dE=1$. Part (c) predicts unit norm for each packet. Equation (6) predicts cross contributions $\pm\frac12\int g^2(v/c)\,dE=\pm0.694714/2=\pm0.347357$.

Direct integration over energy and radius, out to 3 Å, gives norms of 1.000000, cross contributions of $0.347357$ and $-0.347357$, and a sum below $10^{-13}$ in magnitude. This remainder is the boundary term of part (e) at the cutoff; it oscillates with the cutoff radius and is about $7\times10^{-13}$ in magnitude at 3.05 Å. With the relative sign in the negative-energy wave reversed, the overlap would be 0.694714. The numerical check also applies the full four-component Dirac operator to the waves by finite differences.

## Computed values

```
electron rest energy mc2 = 510998.95 eV
hbar c = 1973.2698 eV angstrom
kinetic energy = 200000 eV
total energy |W| = 710998.95 eV
kappa = 1, l = 1, lbar = 0
wave number k = 250.5323 1/angstrom
wave number k = 132.5760 atomic units
speed v/c = 0.695314
W>0: A = 5.002714e+00 eV^-1/2 angstrom^-3/2
W>0: B = 2.023883e+00 eV^-1/2 angstrom^-3/2
W<0: A = 2.023883e+00 eV^-1/2 angstrom^-3/2
W<0: B = 5.002714e+00 eV^-1/2 angstrom^-3/2
W>0: A = 10.045759 atomic units
W>0: B = 4.064082 atomic units
W>0: B/A = 0.404557
W<0: B/A = 2.471839
sample radius = 0.01 angstrom, kr = 2.505323
j_l(kr) = 0.415712
j_lbar(kr) = 0.237175
W>0: P = 2.079688e-02 eV^-1/2 angstrom^-1/2
W>0: Q = 4.800137e-03 eV^-1/2 angstrom^-1/2
W<0: P = 8.413524e-03 eV^-1/2 angstrom^-1/2
W<0: Q = -1.186517e-02 eV^-1/2 angstrom^-1/2
R = 0.1 angstrom: equal-sign integral = 2.314661e-05 1/eV
R = 0.1 angstrom: opposite-sign integral = -5.114055e-08 1/eV
R = 1.0 angstrom: equal-sign integral = 2.316611e-04 1/eV
R = 1.0 angstrom: opposite-sign integral = -3.231857e-07 1/eV
growth rate 1/(pi hbar v) = 2.319970e-04 1/(eV angstrom)
opposite-sign asymptotic amplitude = 3.219363e-07 1/eV
packet half-width = 50000 eV
packet radial cutoff = 3.0 angstrom
W>0 packet: large share = 0.859495, small share = 0.140505
W>0 packet: norm = 1.000000
W<0 packet: large share = 0.140505, small share = 0.859495
W<0 packet: norm = 1.000000
packet mean of v/c = 0.694714
cross overlap, large components = 0.347357
cross overlap, small components = -0.347357
cross overlap, total magnitude = 1.1e-14
cross overlap with reversed relative sign = 0.694714
largest relative Dirac-equation residual = 8.0e-13
largest angular orthonormality error = 8.9e-16
```
